# Separating size and basis effects in silicon dangling-bond energies

## Four numbers and two ways between them

Take the smallest silicon dangling bond, the radical SiH$_3$, and a larger one, Si$_4$H$_9$, in which three silicon atoms replace the three hydrogens. Calculate for each the energy gained when an electron is added,

$$A=E(0)-E(-),$$

where $E(q)$ is the total energy at charge $q$ with the nuclei held fixed. Use a small basis S and a richer basis D. Four values result, in eV:

| Cluster | S | D |
|---|---:|---:|
| SiH$_3$ | −0.368 | −0.148 |
| Si$_4$H$_9$ | 0.535 | 0.588 |

From the upper left corner to the lower right, $A$ rises by $0.588+0.368=0.956$ eV. How much of this is due to the size of the cluster?

If the cluster is enlarged first, the size step is $0.535+0.368=0.903$ eV and the basis step that follows is $0.588-0.535=0.053$ eV. If the basis is enriched first, the basis step is $-0.148+0.368=0.220$ eV and the size step is $0.588+0.148=0.736$ eV. Both routes give the same sum but different shares. The size effect is 0.90 or 0.74 eV, depending on the order.

The disagreement is a property of the table. For any quantity $X(n,b)$, with $n$ the number of silicon atoms and $b$ the basis, define the size steps and basis steps

$$s_b=X(n',b)-X(n,b),\qquad \beta_n=X(n,b')-X(n,b).$$

The total change is $s_b+\beta_{n'}=\beta_n+s_{b'}$. Rearranged, this gives

$$M\equiv s_{b'}-s_b=\beta_{n'}-\beta_n ,$$

$$M=X(n',b')-X(n',b)-X(n,b')+X(n,b).$$

Here $M=-0.17$ eV. Treating the two orders alike gives

$$\bar s=\tfrac12(s_b+s_{b'}),\qquad \bar\beta=\tfrac12(\beta_n+\beta_{n'}).$$

Their sum is half the sum of the two routes, hence the total change. Since $s_b=\bar s-M/2$ and $s_{b'}=\bar s+M/2$, the choice of order moves the size share by $\pm M/2$. For $A$ the result is $\bar s=0.82$ eV and $\bar\beta=0.14$ eV, with an order ambiguity of $\pm0.08$ eV.

Two simple cases show what $M$ means. If $X(n,b)=x(n)+c(b)$, the basis error is the same in every cluster and $M=0$. If instead $X(n,b)=x(n)+c(b)\,g(n)$, then

$$M=[c(b')-c(b)]\,[g(n')-g(n)].$$

The split is then clean if the factor $g$ no longer changes with size, even when the basis error itself is large.

## Why added atoms also improve the basis

One cause of a nonzero $M$ can be followed by hand. Let an electron on the small cluster be described by one normalized function $\phi$ with energy $a$. Add a function $\chi$, orthogonal to $\phi$, with energy $b_\chi>a$ and real coupling $v=\langle\chi|h|\phi\rangle$. The function may be centred at an empty point: no nucleus is added and $h$ is unchanged. The energies solve

$$(a-e)(b_\chi-e)-v^2=0 .$$

With $\delta=b_\chi-a$, the lower root satisfies

$$e-a=\frac{\delta}{2}-\sqrt{\frac{\delta^2}{4}+v^2}\le 0,$$

which tends to $-v^2/\delta$ for $|v|\ll\delta$. The energy falls although nothing physical has changed. If $\phi$ already is an eigenfunction, $h\phi=a\phi$, then $v=a\langle\chi|\phi\rangle=0$ and the gain vanishes.

A larger cluster brings such functions on its additional atoms. To measure their effect, SiH$_3$ is recalculated with ghost functions at the sites of the other Si$_4$H$_9$ atoms: functions without nuclei, core potentials or electrons. Adding and subtracting this result gives the identity

$$X(4,b)-X(1,b)=[X(4,b)-X(1{+}\mathrm{g},b)]+[X(1{+}\mathrm{g},b)-X(1,b)].$$

The second bracket is the borrowed basis. For $A$ it is 0.078 eV in S and 0.006 eV in D. The first bracket, the corrected size step, is 0.825 eV in S and 0.731 eV in D. Their difference of −0.094 eV replaces $M=-0.166$ eV, so borrowing accounts for 0.072 eV of the disagreement.

This correction is a diagnostic. SiH$_3$ is not a fragment of Si$_4$H$_9$, because its hydrogens lie where the larger cluster has Si–Si bonds. In the real cluster, moreover, the neighbours' electrons occupy part of the space that the ghosts leave free.

## The energies and the model

The second dangling-bond energy is that of electron removal, and the two together define a charging energy:

$$I=E(+)-E(0),\qquad U=I-A=E(+)+E(-)-2E(0).$$

All are vertical, meaning that the nuclei do not relax. The clusters are cut from the diamond lattice with Si–Si 2.35 and Si–H 1.48 angstrom. Hydrogen saturates every missing bond except one. A third cluster, Si$_7$H$_{15}$, adds one silicon to each neighbour of the central atom, at sites chosen so that hydrogens do not collide. The closest H–H distance is 2.417 angstrom in all three clusters. This is the distance within one tetrahedral SiH$_2$ or SiH$_3$ group, $1.48\sqrt{8/3}$.

The electrons are treated by unrestricted Hartree–Fock theory. An effective core potential, LANL2DZ, replaces the ten core electrons of silicon. Basis S is its valence double-zeta set, with 6-31G on hydrogen. Basis D adds to each silicon a d function with exponent 0.40 bohr$^{-2}$ and diffuse s and p functions with exponent 0.03 bohr$^{-2}$.

Let $D^\alpha,D^\beta$ be the density matrices of the two spins, $D=D^\alpha+D^\beta$, and $h$ the one-electron matrix. In atomic units and with real orbitals,

$$E=\mathrm{Tr}\,hD+\tfrac12\mathrm{Tr}\,J(D)D-\tfrac12\sum_{\sigma}\mathrm{Tr}\,K(D^\sigma)D^\sigma+E_{nn}.$$

$J$ and $K$ are the Coulomb and exchange matrices, linear in their arguments, and $E_{nn}$ is the nuclear repulsion. Each charge state is minimized separately.

Basis S is contained in D, so the minimum of each total energy cannot rise from S to D. No such rule holds for $I$ or $A$: both energies in the difference fall, by unequal amounts. The two-electron integrals are approximated by density fitting. S and D share the same fitting functions, so the ordering survives. Ghost atoms bring additional fitting functions, and for them the ordering holds only up to the fitting error. On Si$_4$H$_9$ in basis S the fitting changes $I$ and $A$ by at most about 0.0001 eV.

## What removal of the electron costs

The removal energy can be divided into a part with frozen orbitals and a part due to relaxation. Let $\varphi$ be the highest occupied $\alpha$ orbital, with column of coefficients $c$ and $P=cc^{T}$. Removing its electron while all other orbitals stay fixed replaces $D^\alpha$ by $D^\alpha-P$ and $D$ by $D-P$. The Coulomb term becomes

$$\tfrac12\mathrm{Tr}\,J(D-P)(D-P)=\tfrac12\mathrm{Tr}\,J(D)D-\mathrm{Tr}\,J(D)P+\tfrac12\mathrm{Tr}\,J(P)P ,$$

where the two cross terms are equal by the symmetry of the integrals. The $\alpha$ exchange term becomes

$$-\tfrac12\mathrm{Tr}\,K(D^\alpha)D^\alpha+\mathrm{Tr}\,K(D^\alpha)P-\tfrac12\mathrm{Tr}\,K(P)P .$$

For a single orbital, $\mathrm{Tr}\,J(P)P$ and $\mathrm{Tr}\,K(P)P$ are the same self-repulsion integral, so the terms quadratic in $P$ cancel. What remains is

$$E_{\rm fr}(+)-E(0)=-\mathrm{Tr}\,[h+J(D)-K(D^\alpha)]P=-\varepsilon ,$$

since the bracket is the $\alpha$ Fock matrix and $\varepsilon$ its eigenvalue for $\varphi$. This relation was tested by evaluating the frozen energy directly from its density.

The frozen state is one of the trial states for the cation. The minimized energy therefore lies at or below it, and

$$I=-\varepsilon-R,\qquad R=E_{\rm fr}(+)-E(+)\ge0 .$$

$R$ is the energy gained when the remaining electrons respond to the hole. It serves as the measure of electronic screening within this model, but it also contains the removal of the spin polarization that the frozen orbitals inherit from the neutral radical, and its size depends on which orbitals are frozen.

## The calculated energies

All values are in eV.

| Cluster, basis | $I$ | $A$ | $U$ | $R$ |
|---|---:|---:|---:|---:|
| SiH$_3$, S | 8.890 | −0.368 | 9.258 | 0.578 |
| SiH$_3$, D | 8.790 | −0.148 | 8.938 | 0.670 |
| Si$_4$H$_9$, S | 7.900 | 0.535 | 7.365 | 1.088 |
| Si$_4$H$_9$, D | 7.825 | 0.588 | 7.236 | 1.136 |
| Si$_7$H$_{15}$, S | 7.756 | 0.770 | 6.986 | 1.282 |

In basis S, population analysis places 1.18 to 1.19 units of net spin on the undercoordinated silicon. The net spin of the whole cluster is one unpaired electron, so the spins on the other atoms add up to a small opposite value. The unpaired electron is thus on the intended atom. The values of $\langle S^2\rangle$, 0.756 to 0.762, are close to the 0.75 of a pure doublet.

### Size is more than confinement

In the pure sense, confinement is the change of a level when its orbital is given more or less room. The step from SiH$_3$ to Si$_4$H$_9$ also replaces Si–H by Si–Si back bonds and adds polarizable electrons. The frozen-orbital split separates the response of all remaining electrons to the hole from the other contributions. In basis S the frozen removal energy falls from 9.468 to 8.988 eV, while $R$ grows by $1.088-0.578=0.510$ eV:

$$\Delta I=(8.988-9.468)-0.510=-0.990\ \mathrm{eV}.$$

With these unrestricted orbitals, about half of the step is relaxation. The share is not unique: with restricted open-shell orbitals the frozen part in basis S is −0.35 eV of a step of −1.01 eV, so that about two thirds is relaxation. Basis D gives a similar division: $R$ grows by $1.136-0.670=0.466$ eV in a total step of −0.965 eV. The other half contains the change of back bonds together with any confinement. Both halves may also contain some borrowed basis. These data do not separate the contributions.

From Si$_4$H$_9$ to Si$_7$H$_{15}$ the first shell stays the same. The frozen removal energy now rises slightly, from 8.988 to 9.038 eV, while $R$ grows by 0.194 eV:

$$\Delta I=0.050-0.194=-0.144\ \mathrm{eV}.$$

At this level of theory and in this basis, the fall of $I$ comes from relaxation, and the frozen level moves the other way. The falling $I$ is therefore no evidence that confinement weakens with size.

### A small mixed difference can mislead

For $I$ the size step from SiH$_3$ to Si$_4$H$_9$ is −0.990 eV in S and −0.965 eV in D, so $M$ is only 0.025 eV. Size and basis look almost independent. The ghost calculation shows otherwise. The borrowed part is −0.163 eV in S and −0.049 eV in D, and the corrected size steps are −0.827 and −0.917 eV. These differ by −0.090 eV. Borrowing changes by $-0.049+0.163=0.114$ eV between the bases, and

$$M=-0.090+0.114\approx0.025\ \mathrm{eV}$$

within rounding. The apparent independence is a cancellation of two larger terms.

This also limits what can be said about the next cluster. The step of −0.144 eV in $I$ from Si$_4$H$_9$ to Si$_7$H$_{15}$ is no larger than the −0.163 eV borrowed in the previous step in the same basis. No ghost calculation was made for this pair, so its physical share is undecided. For $A$ the step is 0.235 eV, against 0.078 eV borrowed before. A physical size effect is more plausible there, but it is not established.

### How far the basis is from its limit

The step from S to D lowers $I$ of SiH$_3$ by 0.100 eV. An all-electron Hartree–Fock calculation in the larger aug-cc-pVDZ basis gives 8.595 eV, a further $8.790-8.595=0.195$ eV lower. This remainder combines basis error and core-potential error, and it is about twice the step just taken. The comparison does not separate the two, so it does not show that the basis error alone exceeds the last basis step. A basis ladder with a fixed core potential cannot reveal the error of that potential, and its last step is therefore no safe estimate of the total remaining error of the model. For $A$ the reference value is −0.142 eV, against −0.148 eV in D. Such close agreement may include cancellation, and the reference is itself not at the basis limit: in aug-cc-pVTZ it moves to 8.608 eV for $I$ and −0.166 eV for $A$.

### When the added electron is not bound

The negative $A$ of SiH$_3$ means that its Hartree–Fock anion lies above the neutral radical. Yet the highest occupied level of this anion, −0.833 eV in D, is negative. The two facts agree. Removing the electron from the frozen anion costs 0.833 eV, but the neutral radical then relaxes by $0.833+0.148=0.981$ eV. A negative orbital energy thus does not prove that the anion is stable.

In a complete basis, the extra electron could be placed in an ever more extended, distant orbital at vanishing cost. The lowest possible $E(-)$ would then not exceed $E(0)$, and $A$ could not be negative. The value −0.148 eV belongs to a localized solution held in a finite basis. Adding very diffuse functions may eventually describe a detached electron instead of a better dangling bond, so $A$ must be positive before its basis convergence has a clear meaning. By this rule, the steps of $A$ that start from SiH$_3$ illustrate the bookkeeping in two finite bases and are not converged physical shifts.

Correlation changes the picture for SiH$_3$. Second-order perturbation theory (MP2) in the all-electron basis raises $I$ by 0.25 eV and $A$ by 0.89 eV, to 8.85 and 0.75 eV. The anion is then bound. These MP2 values are not converged in the basis: in aug-cc-pVTZ they rise to 8.91 and 0.85 eV. The correction to $A$ exceeds every basis effect found above. It was calculated for SiH$_3$ alone and cannot be carried over to the larger clusters without a further test.

## The method in general

A large cluster in a rich basis can be estimated from three cheaper calculations:

$$X(n',b')\approx X(n',b)+X(n,b')-X(n,b).$$

Subtracting the right side from the true value leaves the mixed difference $M$ between $n$ and $n'$, which is the whole error of the composite relative to a direct calculation in basis $b'$. For Si$_7$H$_{15}$,

$$I\approx7.756+(7.825-7.900)=7.681\ \mathrm{eV},$$

$$A\approx0.770+(0.588-0.535)=0.823\ \mathrm{eV}.$$

In atomic units these are 0.282 and 0.030 hartree, and the charging energy is $U\approx6.86$ eV. They estimate Hartree–Fock values in basis D. The mixed differences between the two smaller clusters, 0.03 eV for $I$ and −0.17 eV for $A$, indicate the possible error but do not bound it. The distance of D from the basis limit, the missing correlation and the fixed nuclei come in addition.

The procedure for any series of clusters is as follows.

1. Build nested clusters with the same local geometry. Check that the unpaired electron is on the intended atom, and compare sizes that share the first shell.
2. Calculate $I$ and $A$ for two sizes in two nested bases. Form $s_b$, $s_{b'}$, $\beta_n$, $\beta_{n'}$ and $M$.
3. Repeat the smaller cluster with ghost functions of the larger one in both bases. Judge the size steps after this correction, even if $M$ is small.
4. Divide the size step of $I$ into its frozen and relaxation parts. A step carried by $R$ is screening, apart from any borrowed basis contained in $R$.
5. Check that $A$ is positive, and compare one small cluster with a better basis and a correlated method.
6. Use the composite formula for the largest cluster, and verify it directly on one further size if the cost allows.

A claimed confinement trend should be rejected, or left open, if the size step is no larger than the borrowed basis or the mixed difference, if it changes sign under the ghost correction, or if relaxation accounts for it. Three small clusters give neither the bulk limit nor the position of a dangling-bond level relative to a band edge. The latter needs the band edge from the same method, with its own size and basis errors. The numerical output below lists the values used here.

## Table of computed values

```
Si-Si 2.35, Si-H 1.48 angstrom
d exponent 0.40, diffuse exponent 0.03 bohr^-2
SiH3 closest H-H: 2.417 angstrom
Si4H9 closest H-H: 2.417 angstrom
Si7H15 closest H-H: 2.417 angstrom
Hartree-Fock energies in eV; nao = number of basis functions
SiH3 S: nao=14 I=8.890 A=-0.368 U=9.258 R=0.578
SiH3 D: nao=23 I=8.790 A=-0.148 U=8.938 R=0.670
Si4H9 S: nao=50 I=7.900 A=0.535 U=7.365 R=1.088
Si4H9 D: nao=86 I=7.825 A=0.588 U=7.236 R=1.136
Si7H15 S: nao=86 I=7.756 A=0.770 U=6.986 R=1.282
SiH3 S: frozen removal=9.468 eV, spin on Si=1.178, <S^2>=0.756
Si4H9 S: frozen removal=8.988 eV, spin on Si=1.194, <S^2>=0.762
Si7H15 S: frozen removal=9.038 eV, spin on Si=1.188, <S^2>=0.762
SiH3 D anion highest level: -0.833 eV
Si4H9 D anion highest level: -1.788 eV
I size shift SiH3 to Si4H9: S -0.990, D -0.965 eV
I basis shift S to D: SiH3 -0.100, Si4H9 -0.075 eV
I average size -0.978, average basis -0.088 eV
I mixed difference M: 0.025 eV
I borrowed basis: S -0.163, D -0.049 eV
I ghost-corrected size: S -0.827, D -0.917 eV
I ghost-corrected M: -0.090 eV
I size shift Si4H9 to Si7H15, S: -0.144 eV
A size shift SiH3 to Si4H9: S 0.903, D 0.737 eV
A basis shift S to D: SiH3 0.219, Si4H9 0.053 eV
A average size 0.820, average basis 0.136 eV
A mixed difference M: -0.166 eV
A borrowed basis: S 0.078, D 0.006 eV
A ghost-corrected size: S 0.825, D 0.731 eV
A ghost-corrected M: -0.094 eV
A size shift Si4H9 to Si7H15, S: 0.235 eV
Si7H15 composite I: 7.681 eV = 0.28226 hartree
Si7H15 composite A: 0.823 eV = 0.03026 hartree
Si7H15 composite U: 6.857 eV
largest fitting error in I or A of Si4H9: 0.00009 eV
SiH3 all-electron HF: I=8.595, A=-0.142 eV
SiH3 all-electron MP2: I=8.847, A=0.745 eV
SiH3 MP2 minus HF: I 0.253, A 0.887 eV
```
